# Integrating gap-state weight on a complex contour: window, points and broadening

## What the setting computes

A code that works with Green functions can report how much spectral weight a chosen layer holds between two energies. At a metal-semiconductor contact, with both energies in the semiconductor gap, this is the weight of the metal-induced gap states, together with any interface levels in the window. Let the window run from \(E_1\) to \(E_2\), with centre \(E_0=(E_1+E_2)/2\) and radius \(R=(E_2-E_1)/2\). The weight per spin in layer \(l\) is

\[
W_l=\frac{R}{\pi}\,\mathrm{Re}\int_0^{\pi}G_{ll}(E_0+Re^{i\theta})\,e^{i\theta}\,d\theta .
\]

The integral runs over a semicircle in the upper half-plane and replaces one along the real axis. The user chooses the window, the number of points and, in some codes, a broadening \(\eta\). In short:

- The semicircle pays off when resonances lie inside the window, in the example even one half as wide as the window. For a smooth contact the real axis can be cheaper.
- The window ends should stay clear of band edges and narrow levels.
- Deep layers need more points, because the contour controls absolute error.
- Broadening should be zero if deep layers matter.

The algebra uses atomic units; numbers are in eV and angstrom, with energies measured from midgap.

## Why the contour may be moved

Take a Hermitian one-electron Hamiltonian \(H\), independent of energy, in an orthonormal basis with one orbital per layer. With \(G(z)=(z-H)^{-1}\),

\[
G_{ll}(z)=\sum_n\frac{|\psi_n(l)|^2}{z-E_n},
\]

where the sum includes the continuum. Since \(\mathrm{Im}\,(E-E_n+i0)^{-1}=-\pi\delta(E-E_n)\), the layer's spectral density and window weight are

\[
A_l(E)=-\frac1\pi\mathrm{Im}\,G_{ll}(E+i0),\qquad W_l=\int_{E_1}^{E_2}A_l(E)\,dE .
\]

All \(E_n\) are real, so \(G_{ll}\) is analytic for \(\mathrm{Im}\,z>0\), and by Cauchy's theorem the path between the two ends may be deformed there. On the semicircle \(z=E_0+Re^{i\theta}\), travel from \(E_1\) to \(E_2\) takes \(\theta\) from \(\pi\) to 0. With \(dz=iRe^{i\theta}d\theta\),

\[
\int_{E_1}^{E_2}G_{ll}\,dz=-iR\int_0^\pi G_{ll}\,e^{i\theta}d\theta .
\]

Because \(-\mathrm{Im}(-iJ)=\mathrm{Re}\,J\), multiplying by \(-1/\pi\) and taking the imaginary part gives the opening formula.

A single level \(\varepsilon\) shows what is counted. Along the semicircle the phase of \(z-\varepsilon\) goes from \(\pi\) to 0 if \(\varepsilon\) is inside the window, so \(\mathrm{Im}\int dz/(z-\varepsilon)=-\pi\) and the level counts as 1. If \(\varepsilon\) is outside, the phase starts and ends at the same value, and the level counts as 0. Discrete levels inside the window are therefore included. A discrete level exactly at an end makes the complex integral diverge. The part used for the weight stays finite on the semicircle and counts the level as one half, so the result looks harmless but has no clear meaning.

## A contact that can be solved

The metal is a chain with level \(e_m\) and hopping \(t_m\). It is joined by a hopping \(t_c\) to semiconductor layers \(l=1,2,\dots\) with levels \(\varepsilon_l=-D,+D,-D,\dots\), hopping \(t\) and spacing \(d\). The gap is \(2D\).

Removing the end site of the metal leaves the same half-chain. Its surface function therefore obeys \(g_m=1/(w-t_m^2g_m)\) with \(w=z-e_m\), and the root that behaves as \(1/w\) at large \(w\) is

\[
g_m=\frac{w-\sqrt{w-2t_m}\sqrt{w+2t_m}}{2t_m^2}.
\]

Let \(s_l\) be the surface function of the semiconductor starting at layer \(l\). Then \(s_l(z-\varepsilon_l-t^2s_{l+1})=1\), and \(s_{l+2}=s_l\). With \(x=t^2s_ls_{l+1}\), this reads \((z-\varepsilon_l)s_l=1+x\). Multiplying the equations for two neighbouring layers gives \((z^2-D^2)\,x/t^2=(1+x)^2\), or

\[
x+\frac1x+2=\frac{z^2-D^2}{t^2},\qquad s_l=\frac{1+x}{z-\varepsilon_l}.
\]

The two roots have product 1. A root with \(|x|=1\) would make the left side real and non-negative, hence \(z\) real. So \(|x|\) never crosses 1 in the upper half-plane, and since \(x\to t^2/z^2\) at large \(z\), the root with \(|x|<1\) is the right one throughout.

The metal side enters through \(\Sigma_1=t_c^2g_m\), and the layers follow one after another:

\[
G_{ll}=\frac{1}{z-\varepsilon_l-\Sigma_l-t^2s_{l+1}},\qquad
\Sigma_{l+1}=\frac{t^2}{z-\varepsilon_l-\Sigma_l}.
\]

At \(z=0.1+0.3i\) eV, for the parameters given below, this agrees with the inverse of an explicit matrix (400 metal sites, 200 layers) to \(2\times10^{-16}\) eV\(^{-1}\) in the first 40 layers.

## Where the weight comes from

Let \(g\) be the Green function of the isolated semiconductor. Dyson's equation \(G=g+g\Sigma G\), with \(\Sigma=t_c^2g_m\) acting on layer 1, gives \(G_{1l}=g_{1l}/(1-\Sigma g_{11})\), and so

\[
G_{ll}=g_{ll}+\frac{g_{l1}^2\,\Sigma}{1-\Sigma g_{11}} .
\]

In the gap, away from any level of the isolated semiconductor, \(g\) is real. Multiplying numerator and denominator by \(1-\Sigma^*g_{11}\) turns the numerator into \(\Sigma-|\Sigma|^2g_{11}\), whose imaginary part is \(\mathrm{Im}\,\Sigma\). Hence

\[
A_l(E)=\frac{g_{l1}^2}{\pi}\,\frac{t_c^2\,(-\mathrm{Im}\,g_m)}{|1-t_c^2g_mg_{11}|^2}.
\]

The metal supplies the states through \(-\mathrm{Im}\,g_m\), and the semiconductor lets them in as an evanescent wave \(g_{l1}\). Each further layer multiplies \(g_{l1}\) by the hopping and by \(s_{l+1}\), so two layers multiply it by \(t^2s_{l+1}s_{l+2}=x\). In the gap \(x\) is negative. Writing \(x=-e^{-2qd}\), the left side of the equation for \(x\) becomes \(2-2\cosh2qd=-4\sinh^2qd\), and

\[
\frac{A_{l+2}}{A_l}=e^{-4qd},\qquad \sinh qd=\frac{\sqrt{D^2-E^2}}{2t},\qquad \lambda=\frac1{2q}.
\]

Here \(\lambda\) is the decay length of the density. It is shortest at midgap and diverges at the band edges.

The window weight has no single decay length. The ratio \(W_{l+2}/W_l\) is the mean of \(x^2(E)\) with weight \(A_l(E)\). By the Cauchy-Schwarz inequality, \((\int A_lx^2)^2\le\int A_l\int A_lx^4\), so this ratio cannot fall with depth: deeper layers give more weight to the energies that penetrate furthest.

## The example: a model contact on silicon

Rough values for silicon(100) set the semiconductor: \(D=0.55\) eV, \(d=1.36\) Å and a surface cell of side 3.84 Å. Round model choices set the rest: \(t=1.2\), \(e_m=-1.0\), \(t_m=3.0\) and \(t_c=1.8\) eV. The window is \(-0.40\) to 0.30 eV, so \(E_0=-0.05\) and \(R=0.35\) eV.

At midgap \(\sinh qd=0.55/2.4=0.229\), so \(qd=0.227\) and \(\lambda=1.36/0.4544=2.99\) Å (0.299 nm). At \(E_1\) it is 4.34 Å. The weights are

| Layer | \(W_l\) per spin |
|---|---|
| 1 | 0.0965 |
| 2 | 0.0486 |
| 3 | 0.0426 |
| 4 | 0.0208 |
| 10 | \(1.67\times10^{-3}\) |
| 40 | \(1.23\times10^{-8}\) |

The first 40 layers sum to 0.259. The local decay length of \(W_l\) is 3.32 Å between layers 1 and 3 and 3.68 Å between layers 38 and 40. It is still below the value at \(E_1\), so a length fitted to a window weight depends on the window and on the depth.

Two independent routes confirm the weights. Simpson quadrature with 20,001 points on the real axis differs from a 48-point semicircle by at most \(6\times10^{-16}\) in any layer. A finite chain with 4000 metal sites and 80 layers has 151 levels in the window, and summing their weights gives 0.0968 in layer 1. The difference of 0.0002 is below the largest weight of a single level, 0.0012, which is the resolution of such a count.

## How many points

Put \(\theta=\pi(u+1)/2\) and use \(n\) Gauss-Legendre nodes \(u_j\) with weights \(w_j\):

\[
W_l\approx\frac R2\,\mathrm{Re}\sum_{j=1}^n w_j\,G_{ll}(z_j)\,e^{i\theta_j}.
\]

The rule integrates polynomials up to degree \(2n-1\) without error. If the integrand is analytic inside an ellipse with foci \(\pm1\) and semi-axes summing to \(\rho\), its polynomial coefficients fall as \(\rho^{-k}\), and the error falls as \(\rho^{-2n}\) apart from a slower factor. A singularity at \(u_s\) limits \(\rho\) to the larger of \(|u_s\pm\sqrt{u_s^2-1}|\).

For \(0<\mathrm{Re}\,\theta<\pi\), at any \(\mathrm{Im}\,\theta\), the point \(z\) lies in the upper half-plane, where \(G\) is analytic. Singularities can therefore sit only at or beyond the two ends of this strip. The lower band edge solves \(Re^{i\theta}=-(D+E_0)\), which gives

\[
u_s=1-\frac{2i}{\pi}\ln\frac{D+E_0}{R}=1-0.227\,i,\qquad \rho=1.62 .
\]

The upper edge is further from its end of the window and matters less. The predicted decay of the error is \(2\ln\rho=0.970\) per node; between 12 and 24 nodes the layer-1 integral shows 1.055. The excess comes from the slower factor. Near the edge \(G_{11}\) varies as a square root, and integrating \(\sqrt y\,e^{-cny}\) along the branch cut gives \(n^{-3/2}\). From 12 to 24 nodes this adds \(1.5\ln2/12=0.087\), for a total of 1.057.

If the nearest band edge lies a small distance \(m\ll R\) outside the window, then \(u_s\approx1-i\delta\) with \(\delta=2m/\pi R\). The real part of \(\sqrt{-2i\delta}\) is \(\sqrt\delta\), so \(\ln\rho\approx\sqrt\delta\). For an error factor \(\epsilon\),

\[
n\approx\frac{\ln(1/\epsilon)}{2}\sqrt{\frac{\pi R}{2m}} .
\]

This estimate leaves out prefactors. In the limit of small \(m\), halving the margin costs about 40 % more points. Moving \(E_1\) in the example to margins of 150, 75 and 37.5 meV, an error of \(10^{-10}\) in the layer-1 integral takes 18, 24 and 32 nodes, about a third more each time, where the estimate gives 22, 33 and 48.

### When the real axis is better

Gauss quadrature directly on the real axis uses the variable \((E-E_0)/R\), in which the same edge sits at \(1+m/R\) in magnitude. For small \(m\) this gives \(\ln\rho\approx\sqrt{2m/R}\), larger than the semicircle's value by \(\sqrt\pi\). If the band edges are the nearest singularities, the real axis therefore needs fewer points. A resonance of half-width \(\gamma\) near the window centre limits the real-axis rule to \(\ln\rho\approx\gamma/R\), so even a broad one can reverse the order. With the level of layer 1 raised by 1.5 eV and \(t_c=1.2\) eV, a peak about 0.34 eV wide leaves a 12-node error of \(1\times10^{-5}\) on the real axis against \(2\times10^{-8}\) on the semicircle. At \(t_c=1.8\) eV, with a width near 0.7 eV, the real axis is ahead again. In the example, 12 nodes leave an error in the layer-1 integral of \(3\times10^{-8}\) on the semicircle and \(6\times10^{-13}\) on the real axis.

### When the semicircle is better

A weakly coupled interface level changes the outcome. Set \(t_c=0.10\) eV and raise the level of layer 1 by 1.5 eV, with all else fixed. A resonance appears at \(-0.002\) eV with full width \(2\gamma=2.4\) meV, and \(W_1=0.365\).

Continued below the real axis, \(G\) has a pole at a depth of about \(\gamma\). On the real axis this gives \(\ln\rho\approx\gamma/R=0.0034\) for a level near the window centre, so the error falls by a factor \(e\) only every 150 nodes or so. On the semicircle the pole maps to a distance of about \(|\ln(|E_r-E_0|/R)|\) from the end of the \(\theta\) interval, where \(E_r\) is the level energy. This does not shrink with \(\gamma\). With 16 nodes the error in \(W_1\) is 0.32 on the real axis, nearly the whole weight, and \(5\times10^{-11}\) on the semicircle.

With \(t_c=0\) the level becomes a true bound state. The semicircle gives its layer-1 weight as 0.366, in agreement with the squared eigenvector of the isolated semiconductor. Real-axis sampling without broadening gives zero, because \(G\) is real at every node.

### When a level sits at the window end

Let the window end on the resonance peak, so that \(R=0.199\) eV. The pole now maps to \(u_s\approx-1-\delta\) with \(\delta=2\gamma/\pi R=0.0038\). Hence \(\ln\rho\approx\sqrt{2\delta}=0.088\), and \(\rho^{-32}\approx0.06\) for 16 nodes.

The error found in \(W_1\) is \(9.5\times10^{-5}\). That is about two million times worse than with the level inside, yet much smaller than 0.06. The reason is that \(u_s\) is almost real and the pole's residue is almost real, so the leading error falls in the real part of \(\int G\,dz\), which the weight does not use. This protection is fragile, because any displacement of the end makes \(u_s\) complex. The 16-node error in \(W_1\) is \(6\times10^{-4}\) for a displacement of 0.02 meV, \(4\times10^{-3}\) for 0.1 meV and 0.025 for half a linewidth, and the value on the peak itself changes by a third when the end moves by 1 µeV. It is safer to move the end away from the level, or to plan for \(n\approx\ln(1/\epsilon)/(2\sqrt{2\delta})\), about 80 nodes for \(\epsilon=10^{-6}\).

### Deep layers

On the semicircle \(G_{ll}\) is not small, even where \(W_l\) is. A tiny weight is the remainder of a large cancellation, and the relative error grows with depth:

| Nodes | Layer 1 | Layer 40 |
|---|---|---|
| 8 | \(6\times10^{-6}\) | 180 |
| 16 | \(1\times10^{-9}\) | \(8\times10^{-5}\) |
| 32 | \(1\times10^{-15}\) | \(7\times10^{-9}\) |

The error oscillates with the number of nodes, and the 16-node entry for layer 40 lies near a zero: 15 and 17 nodes give \(4\times10^{-2}\) and \(3\times10^{-3}\). To hold a relative error \(\epsilon\), replace \(\ln(1/\epsilon)\) in the estimates by \(\ln(1/\epsilon)+\ln(1/W_l)\). Rounding sets a floor near \(10^{-16}/W_l\), which the last entry has reached. Below it, integrate the product formula for \(A_l(E)\) on the real axis, since that involves no such cancellation.

## Why broadening should be zero

Some calculations evaluate \(G(E+i\eta)\) with finite \(\eta\). Differentiating the window integral gives

\[
\frac{\partial}{\partial\eta}\int_{E_1}^{E_2}G_{ll}(E+i\eta)\,dE=i\,[G_{ll}(E_2+i\eta)-G_{ll}(E_1+i\eta)] .
\]

Applying \(-(1/\pi)\mathrm{Im}\), and using \(\mathrm{Im}(iy)=\mathrm{Re}\,y\), gives to first order

\[
W_l(\eta)=W_l+\frac{\eta}{\pi}\,\mathrm{Re}\,[G_{ll}(E_1)-G_{ll}(E_2)] .
\]

Deep in the semiconductor \(G_{ll}\) tends to its bulk value, which is real in the gap and falls with energy, because each term \(1/(E-E_n)\) does. The extra weight is then positive and does not decay with depth. It is the tail of the bulk bands, not a gap state. In layer 30 the true weight is \(5.3\times10^{-7}\), while \(\eta=1\) meV gives \(1.886\times10^{-4}\), some 350 times more. The formula predicts an excess of \(1.881\times10^{-4}\).

Shifting the whole semicircle upward by \(i\eta\) gives the same false weight, since the two shifted paths enclose no singularity. The contour removes the need for broadening; it does not repair a broadening that is kept.

## What the numbers mean for a real contact

One large omission in the example is lateral momentum. Expanding the band \(E=\sqrt{D^2+4t^2\sin^2\kappa d}\) about its edge gives \(D+2t^2d^2\kappa^2/D\), hence a mass \(m^*=D/(4t^2d^2)=0.39\). Let \(a\) be the side of the surface cell. Giving the lateral motion the same mass, through a half-gap \(D+(2-\cos k_xa-\cos k_ya)/(m^*a^2)\), and the metal level a lateral rise of \(0.5(2-\cos k_xa-\cos k_ya)\) eV, the average over the surface zone lowers \(W_1\) from 0.097 to 0.025 and the summed weight from 0.259 to 0.035. A single channel at zero lateral momentum is therefore not an areal density.

The averaged midgap density, with both spins, is 0.0064 eV\(^{-1}\) Å\(^{-2}\), or \(6.4\times10^{13}\) eV\(^{-1}\) cm\(^{-2}\). Calculated values for metals on silicon are roughly a few \(10^{14}\), so the model is low by several times. A likely reason, not tested here, is that its half-gap grows to nearly 6 eV at the zone corner, far more than in silicon.

Silicon's mass is also anisotropic. With \(D\) and the metal held fixed, rough masses of 0.2 and 0.9 give midgap decay lengths of 4.2 and 2.0 Å, and the layer-10 weight becomes \(3.3\times10^{-3}\) or \(3.7\times10^{-4}\) instead of \(1.7\times10^{-3}\).

The levels are held rigid, whereas charge in gap states shifts them. Let \(N\) be the areal density of states and \(\bar z\) its mean depth. An offset \(\phi\) between Fermi level and neutrality level induces a dipole step \(F\phi\) with \(F=4\pi N\bar z/\epsilon_r\), which opposes the initial offset \(\phi_0\). If the offset is taken as equal at all depths, \(\phi=\phi_0-F\phi\) and a share \(1/(1+F)\) survives. This somewhat overstates the share, because layers next to the metal keep more of the offset and so hold more charge. With \(\bar z=2.1\) Å and \(\epsilon_r=12\), \(F=0.20\) and the share is 0.83. A density of \(3\times10^{14}\) eV\(^{-1}\) cm\(^{-2}\) at the same depth would give \(F=0.95\) and a share of 0.51, so this result inherits the model's low density. It also assumes silicon's bulk permittivity, which need not hold within about 2 Å of a metal; a smaller value raises \(F\) in inverse proportion.

Two other effects are small near the interface. Fermi smearing at 300 K, with the Fermi level at \(E_2\), changes the occupied layer-1 weight by \(-0.2\) %. For an acceptor doping of \(10^{18}\) cm\(^{-3}\) and a band bending of 0.6 eV, with bands that rise away from the metal, the depletion field of 0.43 MV/cm drops 9 meV over the mean depth, against a margin of 150 meV between \(E_1\) and the band edge. A Fermi level at \(E_2\) would imply a bending near 0.77 eV at this doping and a drop of 10 meV. Neither effect can be neglected in deep layers. By layer 40 the potential has changed by about 0.2 eV, more than that margin, and thermal tails are no longer small beside the tiny weight. The deep-layer weights above therefore belong to flat bands and zero temperature. Atomic relaxation, silicon's true band structure and many-electron corrections are outside the model. The quadrature rules do not depend on its density being right, but they do require the actual band edges and resonances of the system at each lateral momentum. The full set of values is in the numerical output.

## Calculated quantities

```
half gap 0.55 eV, semiconductor hopping 1.2 eV
layer spacing 1.36 A, surface cell side 3.84 A
metal level -1.0 eV, metal hopping 3.0 eV
interface hopping 1.8 eV
window -0.40 to 0.30 eV, centre -0.05, radius 0.35 eV
max error of G against matrix inverse 1.8e-16 1/eV
weight per spin, layer 1: 9.654879e-02
weight per spin, layer 2: 4.864396e-02
weight per spin, layer 3: 4.259919e-02
weight per spin, layer 4: 2.082606e-02
weight per spin, layer 6: 8.950131e-03
weight per spin, layer 10: 1.673870e-03
weight per spin, layer 20: 2.765195e-05
weight per spin, layer 30: 5.342452e-07
weight per spin, layer 40: 1.233926e-08
sum of weights, layers 1-40: 0.258851
max |semicircle(48) - dense real axis|: 6.0e-16
finite chain: 151 levels in window
finite chain weight, layer 1: 0.09678
largest single-level weight, layer 1: 0.00118
density decay length at midgap 2.993 A
density decay length at E1 4.341 A
local decay length of W, layers 1-3: 3.324 A
local decay length of W, layers 38-40: 3.679 A
ellipse parameter rho 1.6242
error rate per node: predicted 0.970
error rate per node: measured 1.055
12 nodes, layer 1, semicircle integral error 3.2e-08
12 nodes, layer 1, real-axis Gauss integral error 6.2e-13
8 nodes, relative error: layer 1 5.8e-06, layer 40 1.8e+02
16 nodes, relative error: layer 1 1.0e-09, layer 40 8.0e-05
32 nodes, relative error: layer 1 1.1e-15, layer 40 7.2e-09
layer 30 weight with 1 meV broadening 1.8863e-04
layer 30 false weight from end-point formula 1.8810e-04
resonance: coupling 0.1 eV, level shift 1.5 eV
resonance: peak -0.00203 eV, full width 2.400 meV
resonance: layer 1 weight 0.365428
resonance, 16 nodes: semicircle error 4.9e-11
resonance, 16 nodes: real-axis Gauss error 3.2e-01
window ending on peak, 16 nodes: semicircle error 9.5e-05
bound state: energy -0.00223 eV
bound state: layer 1 semicircle weight 0.366328
bound state: layer 1 real-axis weight 0.0e+00
effective mass along the normal 0.393 m_e
lateral average: layer 1 weight 0.02463, sum 0.03501
mass 0.2 m_e: midgap length 4.18 A, layer 10 weight 3.29e-03
mass 0.9 m_e: midgap length 2.00 A, layer 10 weight 3.74e-04
layer 10 weight at the example's own mass 1.67e-03
300 K smearing at E2: layer 1 weight change -0.23 %
midgap density, both spins 0.0064 1/(eV A^2)
the same density 6.41e+13 1/(eV cm^2)
centroid depth of gap states 2.10 A
dipole feedback 0.20 (permittivity 12)
surviving share of a level offset 0.831
depletion: doping 1e+18 cm^-3, bending 0.6 eV
depletion: field 0.425 MV/cm
depletion: drop over centroid depth 8.9 meV
```
